# Domain instability of uniform negative capacitance in a ferroelectric-dielectric bilayer: a numerical check

```python
"""Stability of the unpolarized state of a ferroelectric-dielectric bilayer.

Result under test: with metal plates at fixed voltage and no gradient cost
along z, P = 0 is stable when a + g k^2 + nu(k) > 0 for every in-plane k, with
  nu(k) = 4 pi / (eps_z + eps_x (k t_f / u)^2),
  u tan(u) = (eps_x / eps_d) k t_f tanh(k t_d),   0 < u < pi/2.
Symbols: t_f, t_d   thickness of ferroelectric and dielectric
         eps_x, eps_z  background permittivity of the film, in plane / across
         eps_d      permittivity of the dielectric
         a, b       quadratic and quartic coefficients of the film energy
         g, g_z     gradient coefficients, in plane / across
Numbers are in eV, angstrom and elementary charges; the factor 4 pi of atomic
units becomes FOUR_PI = 4 pi * hartree * bohr.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
COULOMB = HARTREE * BOHR
FOUR_PI = 4 * np.pi * COULOMB


# ---------- derived formulas ----------
def nu_uniform(film):
    t_f, t_d, eps_x, eps_z, eps_d = film
    return FOUR_PI / (eps_z + eps_d * t_f / t_d)


def mode_angle(k, film):
    t_f, t_d, eps_x, eps_z, eps_d = film
    r = eps_x / eps_d * k * t_f * np.tanh(k * t_d)
    return brentq(lambda u: u * np.sin(u) - r * np.cos(u), 0, np.pi / 2,
                  xtol=1e-14)


def nu_soft(k, film):
    if k == 0:
        return nu_uniform(film)
    t_f, t_d, eps_x, eps_z, eps_d = film
    return FOUR_PI / (eps_z + eps_x * (k * t_f / mode_angle(k, film))**2)


def nu_rigid(k, film):
    t_f, t_d, eps_x, eps_z, eps_d = film
    film_part = np.sqrt(eps_x * eps_z) / np.tanh(k * t_f * np.sqrt(eps_x / eps_z))
    return FOUR_PI / (t_f * k * (film_part + eps_d / np.tanh(k * t_d)))


def g_star(film):
    t_f, t_d, eps_x, eps_z, eps_d = film
    return (FOUR_PI * t_f * (eps_x * t_f + eps_d * t_d)
            / (3 * (eps_z + eps_d * t_f / t_d)**2))


def quarter_wave(g, film):
    t_f, eps_x = film[0], film[2]
    limit = np.pi / t_f * np.sqrt(FOUR_PI * g / eps_x)
    k = np.sqrt(np.pi / (2 * t_f) * np.sqrt(FOUR_PI / (eps_x * g)))
    return limit, k


def threshold(g, film):
    """Smallest g k^2 + nu(k) over k >= 0, and the k where it occurs."""
    ks = np.linspace(0, 4 * quarter_wave(g, film)[1], 401)
    cost = lambda k: g * k**2 + nu_soft(k, film)
    i = int(np.argmin([cost(k) for k in ks]))
    if i == 0:
        return cost(0), 0.0
    assert i < len(ks) - 1
    best = minimize_scalar(cost, bounds=(ks[i - 1], ks[i + 1]),
                           method="bounded", options={"xatol": 1e-9})
    return best.fun, best.x


# ---------- independent finite-element electrostatics ----------
def poisson(k, film, nf=160, nd=50):
    """Stiffness matrix of the potential, gradient matrix and cell sizes."""
    t_f, t_d, eps_x, eps_z, eps_d = film
    h = np.r_[np.full(nf, t_f / nf), np.full(nd, t_d / nd)]
    across = np.r_[np.full(nf, eps_z), np.full(nd, eps_d)]
    plane = np.r_[np.full(nf, eps_x), np.full(nd, eps_d)]
    n = nf + nd
    diff = np.eye(n, n + 1, 1) - np.eye(n, n + 1)
    mean = 0.5 * (np.eye(n, n + 1, 1) + np.eye(n, n + 1))
    stiff = diff.T @ ((across / h)[:, None] * diff)
    weight = (k**2 * plane * h)[:, None]
    stiff += mean.T @ (weight * mean) + diff.T @ (weight * diff) / 12
    return stiff / FOUR_PI, diff / h[:, None], h


def depolarization(k, film, nf=160, nd=50):
    """Operator giving minus the depolarizing field in each film cell."""
    stiff, grad, h = poisson(k, film, nf, nd)
    inner = grad[:nf, 1:-1]
    op = inner @ np.linalg.solve(stiff[1:-1, 1:-1], inner.T) * h[0]
    return 0.5 * (op + op.T)


def lowest(k, film, g_z=0.0, nf=160):
    op = depolarization(k, film, nf)
    step = (np.eye(nf - 1, nf, 1) - np.eye(nf - 1, nf)) / (film[0] / nf)
    value, vector = eigh(op + g_z * step.T @ step, subset_by_index=[0, 0])
    return value[0], vector[:, 0]


def fe_capacitance(a, film, nf=160, nd=50):
    """Charge per area and volt of the bilayer with a uniform response."""
    stiff, grad, h = poisson(0.0, film, nf, nd)
    phi = np.zeros(nf + nd + 1)
    phi[-1] = 1.0
    phi[1:-1] = -np.linalg.solve(stiff[1:-1, 1:-1], stiff[1:-1, -1])
    applied = -(grad @ phi)[:nf]
    pol = np.linalg.solve(a * np.eye(nf) + depolarization(0.0, film, nf, nd),
                          applied)
    source = grad[:nf, 1:-1].T @ (h[:nf] * pol)
    phi[1:-1] += np.linalg.solve(stiff[1:-1, 1:-1], source)
    return film[4] / FOUR_PI * (grad @ phi)[-1]


# ---------- nonlinear energy minimization, one lateral period ----------
def relax(a, b, g, film, k1, nx, p_unit, nz=40):
    """Minimize the full energy at zero voltage; polarization in p_unit."""
    mats = np.array([(a + g * (n * k1)**2) * np.eye(nz)
                     + depolarization(n * k1, film, nz, 12)
                     for n in range(nx // 2 + 1)])
    quartic = b * p_unit**2

    def energy(flat):
        p = flat.reshape(nz, nx)
        waves = np.einsum("nij,jn->in", mats, np.fft.rfft(p, axis=1))
        force = np.fft.irfft(waves, n=nx, axis=1)
        value = 0.5 * np.sum(p * force) + 0.25 * quartic * np.sum(p**4)
        return value, (force + quartic * p**3).ravel()

    start = 0.1 * np.random.default_rng(1).standard_normal(nz * nx)
    res = minimize(energy, start, jac=True, method="L-BFGS-B",
                   options={"maxiter": 3000, "maxfun": 6000,
                            "ftol": 0.0, "gtol": 1e-7})
    return res.fun / (nz * nx), res.x.reshape(nz, nx)


# ---------- worked example ----------
film = (50.0, 10.0, 30.0, 20.0, 10.0)
t_f, t_d, eps_x, eps_z, eps_d = film
a, b, g = -1.0, 1000.0, 20.0
nu0 = nu_uniform(film)
a_c, k_c = threshold(g, film)
u_c = mode_angle(k_c, film)

# softest depolarization eigenvalue and its rigid upper bound
previous = lowest(0.0, film)[0]
assert abs(previous / nu0 - 1) < 1e-8
for k in (0.01, 0.04, 0.1, 0.2, 0.4):
    value = lowest(k, film)[0]
    assert abs(value / nu_soft(k, film) - 1) < 1e-3
    assert value < previous
    previous = value
    op = depolarization(k, film)
    assert abs(op.sum() / len(op) / nu_rigid(k, film) - 1) < 1e-3
    stiffer = lowest(k, film, g_z=g)[0]
    assert value < stiffer < nu_rigid(k, film) * (1 + 1e-4)

# shape of the soft mode across the film
vector = lowest(k_c, film)[1]
z = (np.arange(len(vector)) + 0.5) / len(vector)
shape = np.cos(u_c * z)
overlap = abs(vector @ shape) / np.linalg.norm(shape)
assert overlap > 1 - 1e-5

# long-wave coefficient, with and without gradient cost across the film
k_small = 1e-3
for g_z in (0.0, g):
    slope = (lowest(0.0, film, g_z)[0] - lowest(k_small, film, g_z)[0]) / k_small**2
    assert abs(slope / g_star(film) - 1) < 5e-3

# threshold by direct diagonalization
def fe_threshold(g_z):
    return minimize_scalar(lambda k: g * k**2 + lowest(k, film, g_z)[0],
                           bounds=(0.02, 0.4), method="bounded",
                           options={"xatol": 1e-5})
fe_free, fe_stiff = fe_threshold(0.0), fe_threshold(g)
rigid = minimize_scalar(lambda k: g * k**2 + nu_rigid(k, film),
                        bounds=(0.02, 0.4), method="bounded")
assert abs(fe_free.fun / a_c - 1) < 1e-3
assert abs(fe_free.x / k_c - 1) < 1e-2
assert a_c < fe_stiff.fun < rigid.fun < nu0

# long-wave criterion: works here, but is not sufficient in general
assert threshold(1.1 * g_star(film), film)[1] == 0.0
assert threshold(0.9 * g_star(film), film)[1] > 0.0
odd_film = (50.0, 50.0, 1000.0, 200.0, 4.0)
odd_g = 1.05 * g_star(odd_film)
odd_limit, odd_k = threshold(odd_g, odd_film)
odd_direct = odd_g * odd_k**2 + lowest(odd_k, odd_film)[0]
assert odd_k > 0 and odd_direct < nu_uniform(odd_film) * (1 - 1e-3)

# quarter-wave limit for thick layers
thick = (5000.0, 5000.0, eps_x, eps_z, eps_d)
thick_limit, thick_k = threshold(g, thick)
assert abs(thick_limit / quarter_wave(g, thick)[0] - 1) < 0.01
assert abs(thick_k / quarter_wave(g, thick)[1] - 1) < 0.01

# capacitance of the uniform state
def eps_film(coef):
    return eps_z + FOUR_PI / coef
def gain(coef):
    return (t_d / eps_d) / (t_d / eps_d + t_f / eps_film(coef))
c_diel = eps_d / (FOUR_PI * t_d)
for coef in (a, -0.5):
    assert abs(fe_capacitance(coef, film) / c_diel / gain(coef) - 1) < 1e-7

# unstable band and thickness limit for the chosen a
growth = lambda k: a + g * k**2 + nu_soft(k, film)
k_low, k_high = brentq(growth, 1e-4, k_c), brentq(growth, k_c, 1.0)
k_mid = 0.5 * (k_low + k_high)
assert a + g * k_mid**2 + lowest(k_mid, film)[0] < 0
for k in (0.9 * k_low, 1.1 * k_high):
    assert a + g * k**2 + lowest(k, film)[0] > 0
t_limit = brentq(lambda t: threshold(g, (t,) + film[1:])[0] + a, 5.0, 50.0)

# nonlinear fate of the film on both sides of the threshold
p_unit = np.sqrt(-a / b)
e_flat, p_flat = relax(a, b, g, film, k_c, 1, p_unit)
e_dom, p_dom = relax(a, b, g, film, k_c, 16, p_unit)
e_safe, p_safe = relax(-0.9 * a_c, b, g, film, k_c, 16, p_unit)
rms = np.sqrt(np.mean(p_dom**2))
assert np.max(abs(p_flat)) < 1e-4 and np.max(abs(p_safe)) < 1e-4
assert e_dom < -1e-3 and rms > 0.1
assert abs(np.mean(p_dom)) < 1e-3 * rms

print(f"film thickness t_f = {t_f:.1f} angstrom")
print(f"dielectric thickness t_d = {t_d:.1f} angstrom")
print(f"eps_x, eps_z, eps_d = {eps_x:.0f}, {eps_z:.0f}, {eps_d:.0f}")
print(f"a = {a:.3f} eV angstrom/e^2")
print(f"g = {g:.1f} eV angstrom^3/e^2")
print(f"b = {b:.0f} eV angstrom^5/e^4")
print(f"4 pi in these units = {FOUR_PI:.3f} eV angstrom/e^2")
print(f"uniform limit nu(0) = {nu0:.4f} eV angstrom/e^2")
print(f"long-wave g* = {g_star(film):.1f} eV angstrom^3/e^2")
print(f"domain limit a_c = {a_c:.4f} eV angstrom/e^2")
print(f"domain limit a_c = {a_c / COULOMB:.5f} atomic units")
print(f"a_c / nu(0) = {a_c / nu0:.4f}")
print(f"critical k = {k_c:.4f} 1/angstrom")
print(f"critical k = {k_c * BOHR:.4f} 1/bohr")
print(f"mode angle u at critical k = {u_c:.4f} rad")
print(f"gradient part g k^2 at critical k = {g * k_c**2:.4f} eV angstrom/e^2")
print(f"depolarization part nu at critical k = {nu_soft(k_c, film):.4f} eV angstrom/e^2")
print(f"lateral period = {2 * np.pi / k_c:.2f} angstrom")
print(f"domain width = {np.pi / k_c:.2f} angstrom")
print(f"finite-element a_c = {fe_free.fun:.4f} eV angstrom/e^2")
print(f"soft-mode overlap with cosine = {overlap:.7f}")
print(f"quarter-wave a_c = {quarter_wave(g, film)[0]:.4f} eV angstrom/e^2")
print(f"quarter-wave k = {quarter_wave(g, film)[1]:.4f} 1/angstrom")
print(f"a_c with g_z = g: {fe_stiff.fun:.4f} eV angstrom/e^2")
print(f"critical k with g_z = g: {fe_stiff.x:.4f} 1/angstrom")
print(f"a_c for z-uniform trial = {rigid.fun:.4f} eV angstrom/e^2")
print(f"uniform stiffness a + nu(0) = {a + nu0:.4f} eV angstrom/e^2")
print(f"stiffness at critical k = {growth(k_c):.4f} eV angstrom/e^2")
print(f"unstable band from {k_low:.4f} to {k_high:.4f} 1/angstrom")
print(f"film permittivity at chosen a = {eps_film(a):.2f}")
print(f"forbidden uniform gain C/C_d at chosen a = {gain(a):.4f}")
print(f"film permittivity at a = -a_c: {eps_film(-a_c):.2f}")
print(f"largest stable uniform gain C/C_d = {gain(-a_c):.4f}")
print(f"film permittivity at a = -0.5 eV angstrom/e^2: {eps_film(-0.5):.2f}")
print(f"stable gain at a = -0.5 eV angstrom/e^2: {gain(-0.5):.4f}")
print(f"thickness limit at chosen a = {t_limit:.2f} angstrom")
print(f"nonlinear domain rms polarization = {rms * p_unit:.5f} e/angstrom^2")
print(f"domain energy density = {e_dom * p_unit**2 * 1e6:.2f} micro-eV/angstrom^3")
print(f"largest P, uniform-only relaxation = {np.max(abs(p_flat)) * p_unit:.1e} e/angstrom^2")
print(f"largest P, relaxation at 0.9 a_c = {np.max(abs(p_safe)) * p_unit:.1e} e/angstrom^2")
print("counterexample t_f, t_d = %.0f, %.0f angstrom" % odd_film[:2])
print("counterexample eps_x, eps_z, eps_d = %.0f, %.0f, %.0f" % odd_film[2:])
print(f"counterexample g/g* = {odd_g / g_star(odd_film):.2f}")
print(f"counterexample a_c/nu(0) = {odd_limit / nu_uniform(odd_film):.5f}")
print(f"counterexample critical k = {odd_k:.5f} 1/angstrom")
print("all good")
```

Output:

```
film thickness t_f = 50.0 angstrom
dielectric thickness t_d = 10.0 angstrom
eps_x, eps_z, eps_d = 30, 20, 10
a = -1.000 eV angstrom/e^2
g = 20.0 eV angstrom^3/e^2
b = 1000 eV angstrom^5/e^4
4 pi in these units = 180.951 eV angstrom/e^2
uniform limit nu(0) = 2.5850 eV angstrom/e^2
long-wave g* = 984.8 eV angstrom^3/e^2
domain limit a_c = 0.6372 eV angstrom/e^2
domain limit a_c = 0.04425 atomic units
a_c / nu(0) = 0.2465
critical k = 0.1221 1/angstrom
critical k = 0.0646 1/bohr
mode angle u at critical k = 1.4752 rad
gradient part g k^2 at critical k = 0.2981 eV angstrom/e^2
depolarization part nu at critical k = 0.3390 eV angstrom/e^2
lateral period = 51.46 angstrom
domain width = 25.73 angstrom
finite-element a_c = 0.6372 eV angstrom/e^2
soft-mode overlap with cosine = 1.0000000
quarter-wave a_c = 0.6901 eV angstrom/e^2
quarter-wave k = 0.1313 1/angstrom
a_c with g_z = g: 0.6514 eV angstrom/e^2
critical k with g_z = g: 0.1218 1/angstrom
a_c for z-uniform trial = 1.1092 eV angstrom/e^2
uniform stiffness a + nu(0) = 1.5850 eV angstrom/e^2
stiffness at critical k = -0.3628 eV angstrom/e^2
unstable band from 0.0650 to 0.2091 1/angstrom
film permittivity at chosen a = -160.95
forbidden uniform gain C/C_d at chosen a = 1.4506
film permittivity at a = -a_c: -264.00
largest stable uniform gain C/C_d = 1.2336
film permittivity at a = -0.5 eV angstrom/e^2: -341.90
stable gain at a = -0.5 eV angstrom/e^2: 1.1713
thickness limit at chosen a = 31.16 angstrom
nonlinear domain rms polarization = 0.01379 e/angstrom^2
domain energy density = -16.72 micro-eV/angstrom^3
largest P, uniform-only relaxation = 4.1e-11 e/angstrom^2
largest P, relaxation at 0.9 a_c = 9.2e-10 e/angstrom^2
counterexample t_f, t_d = 50, 50 angstrom
counterexample eps_x, eps_z, eps_d = 1000, 200, 4
counterexample g/g* = 1.05
counterexample a_c/nu(0) = 0.99768
counterexample critical k = 0.00385 1/angstrom
all good
```
